# Metal-Induced Density Without Coherent Transmission at a Gapped Semiconductor Contact

## One energy at which everything is visible

Take a chain of atoms with one orbital each. The left half is a metal: site energies zero, neighbouring orbitals coupled by $-t_m$. The right half is a semiconductor: site energies alternate as $+\Delta,-\Delta,+\Delta,\dots$, with coupling $-t$. Two atoms form a cell of length $a$. The last metal atom, number 0, is coupled by $-t_c$ to the first semiconductor atom, number 1, whose energy is $+\Delta$. All couplings $t_m,t,t_c$ are positive. There is one electron, one spin and no inelastic process.

Let the electron have energy $E=0$, midway between $\pm\Delta$. Inside the semiconductor the Schrödinger equation on an atom of energy $\pm\Delta$ reads

$$0=\pm\Delta\,\psi_n-t(\psi_{n-1}+\psi_{n+1}).$$

Try amplitudes whose size shrinks by a factor $s<1$ per atom:

$$\psi_1,\psi_2,\psi_3,\psi_4,\dots=\psi_1\,(1,\,-s,\,-s^2,\,s^3,\dots).$$

On atom 2, of energy $-\Delta$, the equation requires $\Delta s=t(1-s^2)$. On atom 3, of energy $+\Delta$, it requires $-\Delta s^2=t(-s+s^3)$, which is the same condition. The pattern then repeats with a change of sign, so it is a solution if

$$\frac1s-s=\frac{\Delta}{t}.$$

One positive root is smaller than one. The other solution grows to the right and is excluded in an endless semiconductor.

On atom 1 the left neighbour is metallic:

$$0=\Delta\psi_1-t_c\psi_0+ts\,\psi_1 .$$

Since $\Delta+ts=t/s$, this gives $\psi_1=(t_cs/t)\psi_0$. The electron is therefore present in the semiconductor, and the ratio of its amplitudes on any two atoms there is real.

In the metal the wave is $\psi_j=Ae^{ikj}+Be^{-ikj}$ for $j\le0$, with $E=-2t_m\cos k$, so $k=\pi/2$ here. The equation on atom 0 is $0=-t_m\psi_{-1}-t_c\psi_1$, or

$$\psi_{-1}=-b\,\psi_0,\qquad b=\frac{t_c^2s}{t\,t_m}.$$

Inserting $\psi_0=A+B$ and $\psi_{-1}=-iA+iB$ gives $A-B=-ib(A+B)$, hence

$$\frac BA=\frac{1+ib}{1-ib},\qquad \left|\frac BA\right|^2=1,\qquad \psi_0=\frac{2A}{1-ib}.$$

Everything that comes in is reflected, yet $\psi_0$ and $\psi_1$ are not zero. The semiconductor changes the phase of the reflected wave and takes no current.

## Why density does not imply current

The time-dependent equation gives $d|\psi_n|^2/dt=(2/\hbar)\,\mathrm{Im}[\psi_n^*(H\psi)_n]$. The site energy is real and drops out. The neighbour terms can be written as inflow minus outflow, with the bond current

$$J_{n\to n+1}=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).$$

Density needs an amplitude. Current needs a phase difference between neighbours other than $0$ or $\pi$. The decaying solution has only those two phase differences, so its current vanishes on every bond.

To turn amplitudes into a local density of states, normalize the incoming wave on a metal of $N$ atoms as $e^{ikj}/\sqrt N$. The allowed $k$ are spaced by $2\pi/N$. Summing $|\psi_n|^2\delta(E-E_k)$ over them gives

$$\rho_n=\frac{|\psi_n/A|^2}{2\pi\,dE/dk},\qquad \frac{dE}{dk}=2t_m\sin k .$$

These are states of the metal, each with a tail in the semiconductor.

## The semiconductor as a self-energy

For a general energy, eliminate the semiconductor. Let $g(E)$ be the Green function of the isolated semiconductor on its end atom. The source acting on that atom is $-t_c\psi_0$, so $\psi_1=-t_c\,g\,\psi_0$. The term $-t_c\psi_1$ in the equation of atom 0 becomes $\Sigma_R\psi_0$, with

$$\Sigma_R=t_c^2\,g(E).$$

Expanding $g$ in the eigenstates of the isolated lead gives

$$g(E)=\int\frac{\rho_s(\varepsilon)}{E-\varepsilon+i0}\,d\varepsilon ,$$

where $\rho_s$ is the density of states on its end atom. The imaginary part of $1/(E-\varepsilon+i0)$ is $-\pi\delta(E-\varepsilon)$. The broadening, defined as $\Gamma=i(\Sigma-\Sigma^*)=-2\,\mathrm{Im}\,\Sigma$, is therefore

$$\Gamma_R(E)=2\pi t_c^2\rho_s(E).$$

This is $\hbar$ times the golden-rule rate for leaving atom 0 into the lead. The rate counts final states at the electron's own energy, and in the gap there are none. The band states at other energies still contribute to the real part of the integral. They shift the level of atom 0 and create the tail, but they cannot carry the electron away.

The broadening enters the transmission as follows. In the metal, $\psi_{-1}=e^{ik}\psi_0-2i\sin k\,A$. Put this into $E\psi_0=-t_m\psi_{-1}+\Sigma_R\psi_0$:

$$(E-\Sigma_L-\Sigma_R)\,\psi_0=i\Gamma_LA,\qquad \Sigma_L=-t_me^{ik},\quad \Gamma_L=2t_m\sin k .$$

With $G=1/(E-\Sigma_L-\Sigma_R)$ this is $\psi_0=i\Gamma_LGA$. The current into the semiconductor is

$$\frac{2t_c}{\hbar}\mathrm{Im}(\psi_0^*\psi_1)=-\frac{2t_c^2}{\hbar}\,\mathrm{Im}\,g\,|\psi_0|^2=\frac{\Gamma_R}{\hbar}|\psi_0|^2 .$$

The incoming current is $\Gamma_L|A|^2/\hbar$. Their ratio is

$$T=\Gamma_L\Gamma_R|G|^2 .$$

The density on atom 0 supplied by the metal is $\rho_0^{(L)}=|\psi_0/A|^2/(2\pi\Gamma_L)=\Gamma_L|G|^2/2\pi$, so

$$T=2\pi\,\Gamma_R\,\rho_0^{(L)} .$$

Transmission is the density brought by the metal multiplied by the rate of escape into the semiconductor. In the gap the first factor is finite and the second is zero.

The total density has the same structure. From $1/G^*-1/G=\Sigma-\Sigma^*$, with $\Sigma=\Sigma_L+\Sigma_R$, multiplication by $i|G|^2$ gives

$$i(G-G^*)=|G|^2(\Gamma_L+\Gamma_R)=2\pi\rho_0 .$$

One part comes from electrons arriving through the metal, the other from electrons arriving through the semiconductor. In the gap the second part is absent.

With many interface orbitals, $\psi$ becomes a vector and $\Gamma_R$ a matrix. The outgoing current is $\psi^\dagger\Gamma_R\psi/\hbar$. The matrix $\Gamma_R$ is again $2\pi$ times the lead's spectral density at $E$, multiplied on both sides by the coupling. If the lead has no state at $E$, the whole matrix vanishes, and so does the current.

## The whole gap and its edges

Let $g_a$ and $g_b$ be the end-atom functions of chains beginning with $+\Delta$ and $-\Delta$; thus $g=g_a$. Removing the first atom of one chain leaves the other, so

$$g_a=\frac1{E-\Delta-t^2g_b},\qquad g_b=\frac1{E+\Delta-t^2g_a}.$$

Define $\lambda=t^2g_ag_b$. Each step along the chain multiplies the amplitude by $-tg_a$ or $-tg_b$, so $\lambda$ is the factor per cell. Clearing the denominators gives $(E-\Delta)g_a=1+\lambda$ and $(E+\Delta)g_b=1+\lambda$. Their product is $(E^2-\Delta^2)\lambda/t^2=(1+\lambda)^2$, or

$$\lambda+\frac1\lambda=\frac{E^2-\Delta^2}{t^2}-2,\qquad g=\frac{1+\lambda}{E-\Delta}.$$

A travelling wave has $\lambda=e^{i\theta}$, so the left side is $2\cos\theta$ and lies between $-2$ and $2$. The bands are therefore $\Delta^2\le E^2\le\Delta^2+4t^2$. For $|E|<\Delta$ the right side is below $-2$, and the decaying root is real and negative, $\lambda=-e^{-\kappa a}$. Then $2\cosh\kappa a=2+(\Delta^2-E^2)/t^2$. With $\cosh\kappa a-1=2\sinh^2(\kappa a/2)$,

$$\sinh\frac{\kappa a}{2}=\frac{\sqrt{\Delta^2-E^2}}{2t}.$$

Real $\lambda$ makes $g$ real and $\Gamma_R$ zero throughout the gap. At $E=0$ this reproduces the opening case, with $s=e^{-\kappa a/2}$ and $g=-s/t$. The density falls as $e^{-2\kappa x}$ from cell to cell. For $\Delta\ll t$ the midgap decay length is $1/(2\kappa)\approx ta/(2\Delta)$. Towards a band edge $\kappa$ goes to zero and the tail becomes long, but its current remains zero until the edge is reached.

Just above the conduction edge, write $\lambda=-e^{i\theta}$ with small $\theta$. The equation for $\lambda$ gives $\theta^2\approx(E^2-\Delta^2)/t^2$. Hence $|\mathrm{Im}\,g|\approx|\theta|/(E-\Delta)$ and

$$\Gamma_R\approx\frac{2t_c^2}{t}\sqrt{\frac{E+\Delta}{E-\Delta}} .$$

At this edge the broadening jumps from zero to a very large value, while the transmission starts continuously from zero. (At the valence edge, with the same first atom, the broadening itself starts from zero.) When $\Gamma_R$ dominates the denominator of $G$, $|G|^2\approx4/\Gamma_R^2$ and $T\approx4\Gamma_L/\Gamma_R$. A large broadening thus does not by itself mean good transmission.

## Numbers for a contact of silicide type

Take $\Delta=0.56$ eV (a gap of 1.12 eV), $a=0.27$ nm, $t=1.7$ eV, $t_m=2.0$ eV and $t_c=1.5$ eV. The metal Fermi level is at midgap.

The midgap factor per cell is $\lambda=-0.720$, so $s=\sqrt{0.720}=0.849$. The self-energy is $\Sigma_R=2.25\times(-0.4993)=-1.123$ eV. The integral over band states gives the same shift, and $\Gamma_R=0$. With $\Sigma_L=-2i$ eV,

$$|G|^2=\frac1{1.123^2+2^2}=0.190\ \mathrm{eV^{-2}},\qquad \rho_0=\frac{4\times0.190}{2\pi}=0.121\ \mathrm{eV^{-1}}$$

per spin. The first semiconductor atom has $(t_cs/t)^2=0.561$ times this density, or $0.068\ \mathrm{eV^{-1}}$. The next two have 0.049 and $0.035\ \mathrm{eV^{-1}}$, each $s^2=0.72$ times the one before. The decay length is 0.41 nm. The reflection is $R=1$, both at midgap and at $E=0.5$ eV, near the band edge.

At $E=0.6$ eV, just inside the conduction band, $\Gamma_R=14.2$ eV and $T=0.68$. The edge formula gives $\Gamma_R\approx14.3$ eV. At 0.8 eV the broadening has fallen to 6.2 eV and the transmission has risen to 0.95.

## Two ways to obtain a false or puzzling broadening

In a computation $i0$ may be replaced by a finite $i\eta$ in the lead. This is equivalent to an imaginary energy $-i\eta$ on every lead atom, which removes electrons at the rate $(2\eta/\hbar)|\psi_n|^2$. Dividing the total loss by the incoming current $\Gamma_L|A|^2/\hbar$, and using $|\psi_n/A|^2=2\pi\Gamma_L\rho_n$, gives to first order in $\eta$

$$T_{\rm false}=4\pi\eta\sum_{n\ge1}\rho_n .$$

The midgap densities sum to $0.243\ \mathrm{eV^{-1}}$. For $\eta=10^{-3}$ eV the formula gives $3.05\times10^{-3}$; the direct calculation gives the same to within 0.2 per cent. For $\eta=10^{-6}$ eV the result is a thousand times smaller. A transmission in the gap proportional to $\eta$ is absorption of the metal's tail, not transport to a distant electrode.

The second case is a bound state at the end of the isolated semiconductor. Lowering the energy of atom 1 to $-1.108$ eV places such a state at $E_b=0.1$ eV. Now $\rho_s$ contains a delta function in the gap, and so does $\Gamma_R$. The statement that a gapped lead has no broadening therefore needs an exception at this one energy.

The transmission is zero even there. Treat atom 1 explicitly and let the lead begin at atom 2; call the energy of atom 1 $\varepsilon_s$. Its equation is

$$(E-\varepsilon_s-t^2g_b)\psi_1=-t_c\psi_0 .$$

The bracket vanishes at $E_b$, since that is the condition for the bound state of the isolated lead. Hence $\psi_0=0$, and no current can pass through atom 0. The metal equation gives $t_c\psi_1=-t_m\psi_{-1}=i\Gamma_LA$, so

$$\rho_1=\frac{\Gamma_L}{2\pi t_c^2}=0.283\ \mathrm{eV^{-1}} .$$

The surface atom has a high density and $R=1$. A bound state cannot carry charge to infinity.

If the atom is left in the lead, $\eta=10^{-6}$ eV produces $\Gamma_R=1.4\times10^6$ eV. The false transmission is then $4\Gamma_L/\Gamma_R\approx1.1\times10^{-5}$, and it vanishes with $\eta$ despite the enormous broadening.

## When the tail does carry current

The argument requires the gap to persist far into the semiconductor. Suppose instead that a second metal lies behind a film of thickness $L$. The growing solution is then allowed as well. With real solutions $u_n$ (decaying) and $v_n$ (growing), $\psi_n=\alpha u_n+\beta v_n$ and

$$\mathrm{Im}(\psi_n^*\psi_{n+1})=\mathrm{Im}(\alpha^*\beta)\,(u_nv_{n+1}-v_nu_{n+1}).$$

Neither part carries current alone, but their interference can. At the far metal the two parts are comparable, $|\alpha|e^{-\kappa L}\sim|\beta|e^{\kappa L}$. The product $\alpha^*\beta$, and with it the transmission of a thick film, therefore scales as $e^{-2\kappa L}$. At midgap the model gives $T=4.2\times10^{-3}$ for 2.70 nm and $6.0\times10^{-6}$ for 5.40 nm. The ratio is 704, compared with $e^{2\kappa\times2.70\,\mathrm{nm}}=705$.

A doped contact escapes the argument in a similar way. The bands bend over a depletion width, beyond which the Fermi level may lie in the conduction band. The distant lead then has states at $E$, its $\Gamma_R$ is not zero, and the gap is only a barrier.

An electric field $F$, expressed as an energy per length, also ends the gap at a finite distance. Starting from midgap at the contact, the energy relative to the local midgap is $Fx$, and the conduction edge is reached at $x=\Delta/F$. For small $\kappa a$, $\kappa\approx\sqrt{\Delta^2-F^2x^2}/(ta)$, so the tunnelling exponent is

$$2\int_0^{\Delta/F}\kappa\,dx=\frac{2}{taF}\,\frac{\pi\Delta^2}{4}=\frac{\pi\Delta^2}{2taF}.$$

Here I used the area of a quarter circle. For 0.5 and 1 MV/cm, $F$ is 0.05 and 0.1 eV/nm, and the exponents differ by 10.7. The computed transmissions are $1.1\times10^{-9}$ and $4.7\times10^{-5}$, whose logarithms differ by the same amount. In both cases the far bands are lowered by 1.5 eV, and $x$ is measured from the last metal atom; measuring it from the first semiconductor atom lowers both values by a factor 1.4 (about 1.9 for the heavy mass below) and leaves the difference of the logarithms unchanged. The values belong to the model's band-edge mass of $0.20\,m_0$; with a mass of $0.9\,m_0$ they fall to about $1\times10^{-19}$ and $6\times10^{-10}$. Both fields exceed the breakdown field of lightly doped silicon, roughly 0.3 MV/cm; in a real device such fields are confined to thin layers.

## The model beside a silicide on silicon

The gap is roughly that of silicon, the cell length is half of silicon's cubic lattice constant of 0.54 nm, and a barrier of about half an electronvolt is a reasonable rough size for a silicide contact. Near the edge, $E\approx\Delta+t^2a^2q^2/(2\Delta)$, with $q$ measured from the band minimum. This gives the mass $\hbar^2\Delta/(t^2a^2)=0.20\,m_0$, close to silicon's light electron mass. Silicon's heavy direction has about $0.9\,m_0$; with that mass, and $\Delta$ and $a$ held fixed, the decay length drops from 0.41 to 0.20 nm. A heavily doped contact breaks the assumption of a gap at infinity. For silicon doped with phosphorus at $10^{19}\ \mathrm{cm^{-3}}$, taking zero temperature, full ionization and a parabolic depletion potential, the width is 8.6 nm and the model's transmission at the metal Fermi level is $1.9\times10^{-5}$. At $10^{20}\ \mathrm{cm^{-3}}$ the width is 2.9 nm and the transmission is about 0.1 instead of zero. Both values are for the light mass; with the heavy one ($t=0.81$ eV, $t_c$ unchanged) they fall to about $6\times10^{-11}$ and $3\times10^{-3}$. The depletion potential starts at the last metal atom; starting it one atom further in lowers these values by a factor 1.4 for the light mass and 2 for the heavy one. At 300 K the Fermi level at the lower doping lies about 0.02 eV below the distant band edge. The transmission at exactly that energy is then zero, and electrons at higher energies give a thermal average of about $5\times10^{-5}$ for the light mass with the parabolic potential, or $3\times10^{-5}$ when the band bending is taken from Poisson's equation with the free electrons included. For the heavy mass the average is about $1\times10^{-7}$, far above the zero-temperature value. These are sizes for a single channel, not contact resistances: silicon's several valleys, its indirect gap, image forces and phonons are left out.

In the undoped, flat-band model, temperature opens only a very weak path. At 300 K the quantity that fixes the small-voltage conductance is $T(E)$ averaged with the weight $-df/dE$, where $f$ is the Fermi function. The gap contributes nothing to it. Electrons above the gap and holes below it together give $3\times10^{-10}$, of the order of $e^{-\Delta/kT}$. This part is also coherent, but it flows at energies where the lead has states.

A high density of states at an interface atom, calculated or measured, therefore does not settle whether the contact conducts coherently. Unless it comes from a bound state cut off from both electrodes, it shows that electrons from some electrode reach the atom. Whether they can leave on the other side depends on the states available at the same energy far beyond it.

## Computed values

```
gap = 1.12 eV, half gap = 0.56 eV, cell = 0.27 nm
hoppings: semiconductor 1.7, metal 2.0, contact 1.5 eV
band-edge mass = 0.203 m0
upper edge of conduction band = 3.446 eV
midgap lead Green function g = -0.4993 1/eV
midgap cell factor lambda = -0.7204
midgap Sigma_R on metal atom = -1.1234 eV
same shift from spectral integral = -1.1234 eV
midgap Gamma_R = 0.0e+00 eV
midgap Gamma_L = 4.0000 eV
midgap density, last metal atom = 0.1210 1/eV per spin
midgap density, semiconductor atom 1 = 0.0679 1/eV per spin
midgap density, semiconductor atom 2 = 0.0489 1/eV per spin
midgap density, semiconductor atom 3 = 0.0352 1/eV per spin
midgap density, semiconductor atom 5 = 0.0183 1/eV per spin
midgap density, semiconductor atom 7 = 0.0095 1/eV per spin
midgap density summed over semiconductor = 0.2427 1/eV per spin
midgap kappa = 1.2146 1/nm
midgap density decay length 1/(2 kappa) = 0.412 nm
E = 0.0 eV: Gamma_R = 0.0000 eV, T = 0.0000, R = 1.0000
E = 0.5 eV: Gamma_R = 0.0000 eV, T = 0.0000, R = 1.0000
E = 0.6 eV: Gamma_R = 14.2262 eV, T = 0.6806, R = 0.3194
E = 0.8 eV: Gamma_R = 6.2117 eV, T = 0.9482, R = 0.0518
false midgap T from eta = 1e-03 eV: 3.045e-03
false midgap T from eta = 1e-06 eV: 3.050e-06
surface atom energy for bound state at 0.1 eV = -1.108 eV
bound-state case: R = 1.000000, surface density = 0.2829 1/eV
bound state in lead, eta = 1e-04 eV: Gamma_R = 1.42e+04 eV, T = 1.12e-03
bound state in lead, eta = 1e-06 eV: Gamma_R = 1.42e+06 eV, T = 1.12e-05
film 1.35 nm with metal behind: midgap T = 1.057e-01
film 2.70 nm with metal behind: midgap T = 4.237e-03
film 5.40 nm with metal behind: midgap T = 6.021e-06
kT at 300 K = 0.02585 eV
thermally averaged T at 300 K = 3.13e-10
doping inputs: relative permittivity 11.7, density mass 1.1 m0
P doping 1e+19 cm^-3: Fermi energy above band edge = 0.015 eV
  depletion width = 8.63 nm, T at metal Fermi level = 1.91e-05
P doping 1e+20 cm^-3: Fermi energy above band edge = 0.071 eV
  depletion width = 2.86 nm, T at metal Fermi level = 9.85e-02
field 0.5 MV/cm: T = 1.06e-09; field 1 MV/cm: T = 4.74e-05
decay length for mass 0.9 m0 = 0.198 nm
```
